## Forbidden LO Raman scattering near resonance: the intraband Fröhlich term

A Raman calculation that differentiates the susceptibility with respect to a zone-centre displacement predicts no LO line for backscattering from the (001) face of a zinc-blende crystal with both fields along \(x\), and no first-order line at all for the polar mode of a rocksalt crystal. Near a direct gap the LO line is nevertheless present in parallel polarisation. Inserting the Fröhlich vertex for the photoexcited electron alone does not repair this, because it gives an amplitude that diverges as \(1/q\), with \(\mathbf q\) the phonon wavevector. The intraband term derived below, with electron and hole both included, is, for small \(q\) and parabolic bands, linear in \(q\), proportional to \((m_e-m_h)/(m_e+m_h)\), and more strongly resonant than allowed scattering. Atomic units are used in the algebra (\(\hbar=e=m_0=1\), Gaussian fields).

### What symmetry permits

Let light of frequency \(\omega_L\), wavevector \(\mathbf k_L\) and polarisation \(\mathbf e_L\) scatter to \(\omega_S=\omega_L-\omega_0\), \(\mathbf k_S\), \(\mathbf e_S\), emitting an LO phonon with \(\mathbf q=\mathbf k_L-\mathbf k_S\) and displacement direction \(\hat{\mathbf u}=\hat{\mathbf q}\). The amplitude is \(e^*_{S,i}R_{ij}e_{L,j}\), and in powers of \(q\)
\[
R_{ij}=d_{ijk}\hat u_k+T_{ijkl}\,\hat u_k q_l+\dots
\]
Both tensors must be invariant under the point group. The twofold rotation about \(z\) multiplies a component having \(n_x,n_y,n_z\) indices \(x,y,z\) by \((-1)^{n_x+n_y}\), and likewise for the other axes, so in \(T_d\) and \(O_h\) the three counts share one parity. For rank three they cannot all be even, which leaves only permutations of \(xyz\); the threefold axes and diagonal mirrors make these equal, and inversion removes them in \(O_h\). For rank four they cannot all be odd, so \(T_{ijzz}\) is diagonal, the mirror \(x\leftrightarrow y\) gives \(T_{xxzz}=T_{yyzz}\), and inversion leaves the tensor intact. With \(\mathbf q\parallel z\) and \(x',y'\) the face diagonals, the relative intensities in \(T_d\) of the \(q=0\) term and of the \(q\)-linear term, each taken alone, are 0 and 1 for \((x,x)\), 1 and 0 for \((x,y)\), 1 and 1 for \((x',x')\), 0 and 0 for \((x',y')\). No symmetry is broken: "forbidden" refers to the \(q=0\) rule only. Symmetry says nothing about size, and \(q\) times a lattice constant is tiny, so a longer length has to be found.

### The vertices

The model has an s-like conduction band of mass \(m_e\), a threefold p-like valence band with the single hole mass \(m_h\), a direct gap \(E_g\), and \(\langle c|p_i|v_j\rangle=P\delta_{ij}\) with \(P\) real. Define \(M=m_e+m_h\), \(\mu=m_em_h/M\), \(p_e=m_e/M\), \(p_h=m_h/M\).

Take \(N_c\) cells of volume \(\Omega\), \(V=N_c\Omega\), with ionic reduced mass \(M_r\) and Born charge \(Z\). The phonon-creating part of the relative displacement is \(\hat{\mathbf u}\,(2M_rN_c\omega_0)^{-1/2}b^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\), and the polarisation density is \(\boldsymbol{\mathcal P}=Z\mathbf u/\Omega\). With \(\mathbf E=-\nabla\phi=i\mathbf q\phi\), the condition \(\nabla\cdot(\varepsilon_\infty\mathbf E+4\pi\boldsymbol{\mathcal P})=0\) gives \(\phi=4\pi i\,\mathbf q\cdot\boldsymbol{\mathcal P}/(\varepsilon_\infty q^2)\), which vanishes for TO modes. The electron energy is \(-\phi\), so the vertex \(g_q\) obeys
\[
|g_q|^2Vq^2=\frac{8\pi^2Z^2}{\Omega M_r\varepsilon_\infty^2\omega_0}.
\]
The lattice dielectric function \(\varepsilon(\omega)=\varepsilon_\infty+4\pi Z^2/[\Omega M_r(\omega_T^2-\omega^2)]\) vanishes at \(\omega_0\), so \(4\pi Z^2/\Omega M_r=\varepsilon_\infty(\omega_0^2-\omega_T^2)\), and at \(\omega=0\) it gives \(\varepsilon_0=\varepsilon_\infty\omega_0^2/\omega_T^2\). Substituting both,
\[
|g_q|^2=\frac{C^2}{Vq^2},\qquad C^2=\frac{2\pi\omega_0}{\varepsilon_\infty}\Big(1-\frac{\omega_T^2}{\omega_0^2}\Big)=2\pi\omega_0\Big(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\Big).
\]
The constant phase \(-i\) of \(g_q\) drops out of the intensity wherever this term acts alone.

The intraband approximation keeps the band-diagonal part of \(e^{-i\mathbf q\cdot\mathbf r}\) with unit Bloch overlap, \(\rho_{\mathbf q}=\sum_{n\mathbf k}c^\dagger_{n,\mathbf k-\mathbf q}c_{n\mathbf k}\). Two things are dropped. Interband elements start at order \(q\) and give a \(q^0\) amplitude, which belongs to \(d_{ijk}\). The order-\(q^2\) correction of the diagonal overlap gives another \(q\)-linear amplitude, but with a constant coefficient set by interband energies, so it lacks the additional resonance found below.

In a transparent, non-dispersive medium of index \(n\), the coupling \(\mathbf A\cdot\mathbf p/c\) with \(\mathbf A=c\,(2\pi/Vn^2\omega)^{1/2}\mathbf e\,(a\,e^{i\mathbf k\cdot\mathbf r}+\text{h.c.})\) creates a vertical pair from valence band \(j\) with element \((2\pi/Vn^2\omega)^{1/2}Pe_j\). Since \(\rho_{\mathbf q}\) conserves \(j\), the valence sum yields \(P^2\,\mathbf e_S^*\cdot\mathbf e_L\), in agreement with the symmetry result; in this isotropic model it holds for any crystal orientation.

### Third order: two orderings, two signs

The three vertices can act in six orders. On the ground state \(|0\rangle\) every term of \(\rho_{\mathbf q}\) with \(\mathbf q\neq0\) either destroys an absent conduction electron or creates one in a filled valence state, so \(\rho_{\mathbf q}|0\rangle=0\) and \(\langle0|\rho_{\mathbf q}=0\). The four orders with the phonon first or last vanish, as does the \(A^2\) route, which contains the same operator. In the two that remain, a pair is created with total momentum \(\mathbf K_1\) and available energy \(x_1\), emits the phonon, and is left with \(\mathbf K_2=\mathbf K_1-\mathbf q\) and \(x_2\). The resonant order has \((x_1,\mathbf K_1,x_2,\mathbf K_2)=(\omega_L+i\Gamma,\mathbf k_L,\omega_S+i\Gamma,\mathbf k_S)\), with \(\Gamma\) a phenomenological width; the antiresonant order has \((-\omega_S,-\mathbf k_S,-\omega_L,-\mathbf k_L)\).

Acting on \(c^\dagger_{c,\mathbf k+\mathbf K_1}c_{v\mathbf k}|0\rangle\), the conduction part of \(\rho_{\mathbf q}\) moves the electron to \(\mathbf k+\mathbf K_1-\mathbf q\) with sign \(+1\). In the valence part only \(c^\dagger_{v\mathbf k}c_{v,\mathbf k+\mathbf q}\) survives, and anticommuting the two annihilators gives
\[
c^\dagger_{v\mathbf k}c_{v,\mathbf k+\mathbf q}c_{v\mathbf k}|0\rangle=-c^\dagger_{v\mathbf k}c_{v\mathbf k}\,c_{v,\mathbf k+\mathbf q}|0\rangle=-c_{v,\mathbf k+\mathbf q}|0\rangle .
\]
This minus sign is the opposite charge of the hole.

The relative momentum \(\mathbf k_r=\mathbf k+p_h\mathbf K\) separates the energy. The electron momentum is \(\mathbf k_r+p_e\mathbf K\), the hole momentum is \(-\mathbf k_r+p_h\mathbf K\), the cross terms cancel because \(p_e/m_e=p_h/m_h=1/M\), and the pair energy is \(E_g+K^2/2M+k_r^2/2\mu\). Electron scattering keeps \(\mathbf k\) and lowers \(\mathbf K\) by \(\mathbf q\), so \(\mathbf k_r\) shifts by \(-p_h\mathbf q\). Hole scattering also raises \(\mathbf k\) by \(\mathbf q\), so the shift is \((1-p_h)\mathbf q=p_e\mathbf q\). In the relative coordinate the vertex is
\[
v(\mathbf r)=e^{-ip_h\mathbf q\cdot\mathbf r}-e^{ip_e\mathbf q\cdot\mathbf r},
\]
and this remains true with an electron-hole attraction that depends on \(r\) only.

For an eigenstate \(\varphi_a(\mathbf r)=V^{-1/2}\sum\varphi_a(\mathbf k_r)e^{i\mathbf k_r\cdot\mathbf r}\) with relative energy \(\epsilon_a\), the photon vertex sums the coefficients with equal weight and gives \(\sqrt V\varphi_a^*(0)\). Only s states, \(\varphi_a=u_a(r)/(\sqrt{4\pi}\,r)\) with real \(u_a\), have \(\varphi_a(0)=u_a'(0)/\sqrt{4\pi}\neq0\). Between s states the angular average of \(e^{i\mathbf Q\cdot\mathbf r}\) is \(j_0(Qr)=\sin(Qr)/Qr\). The double sum over intermediate states then factorises:
\[
J(Q)=\frac1{4\pi}\int_0^\infty g_1g_2\,j_0(Qr)\,dr,\qquad g_i(r)=\sum_a\frac{u_a'(0)u_a(r)}{x_i-E_g-K_i^2/2M-\epsilon_a}.
\]
With the factor 2 for spin, the resonant amplitude is, up to the phase of \(g_q\),
\[
W=\frac{4\pi P^2\,\mathbf e_S^*\cdot\mathbf e_L}{n^2\sqrt{\omega_L\omega_S}}\frac{C}{\sqrt V}\,K,\qquad K=\frac{J(p_hq)-J(p_eq)}{q}.
\]

### Why it is linear in \(q\) and in the mass difference

In the expansion of \(v/q\), the \(1/q\) term is \(1-1=0\) because the pair is neutral. The \(q^0\) term, \(-i\hat{\mathbf q}\cdot\mathbf r\), is odd and vanishes between s states. The next term follows from \(j_0(z)=1-z^2/6+\dots\) and \(p_h^2-p_e^2=(p_h-p_e)(p_h+p_e)=(m_h-m_e)/M\):
\[
K\simeq q\,\frac{m_e-m_h}{m_e+m_h}\;\frac1{24\pi}\int_0^\infty g_1g_2\,r^2dr .
\]
The phonon field couples to the second moment of the pair's charge about its centre of mass, and the lighter particle sits farther out. The integral depends on the masses through \(\mu\) (apart from the recoil energies, which are of second order in the photon wavevectors), so linearity holds in the ratio \((m_e-m_h)/M\) at fixed \(\mu\). For equal masses \(K=0\) at every \(q\) in this model. The amplitude is linear in \(q\), the intensity quadratic. The length that multiplies \(q\) is the extent of the virtual pair, not the lattice constant.

### Free pairs: why resonance is needed

Define \(\kappa_i^2=2\mu(E_g+K_i^2/2M-x_i)\) with \(\operatorname{Re}\kappa_i>0\). The radial Green function solves \((\partial_r^2-\kappa^2)G=2\mu\,\delta(r-r')\) and equals \(-2\mu\sinh(\kappa r_<)e^{-\kappa r_>}/\kappa\), whose slope jumps by \(2\mu\) at \(r=r'\). Differentiating in \(r'\) at zero gives \(g=-2\mu e^{-\kappa r}\). With \(s=\kappa_1+\kappa_2\), the integral \(F(Q)=\int_0^\infty e^{-sr}\sin(Qr)\,dr/r\) has \(F'=s/(s^2+Q^2)\) and \(F(0)=0\), hence
\[
J(Q)=\frac{(2\mu)^2}{4\pi Q}\arctan\frac Qs=\frac{(2\mu)^2}{4\pi s}\Big(1-\frac{Q^2}{3s^2}+\frac{Q^4}{5s^4}-\dots\Big),
\]
\[
K=q\,\frac{m_e-m_h}{M}\frac{(2\mu)^2}{12\pi s^3}\Big[1-\frac35(p_h^2+p_e^2)\frac{q^2}{s^2}+\dots\Big].
\]
The linear law therefore needs \(q\ll|s|\). An allowed short-range vertex acting on the hole, constant in \(q\), carries the factor \(J(p_eq)\simeq(2\mu)^2/4\pi s\). The forbidden term acts like such a vertex of strength \(C|K/J|=Cq\,|p_h-p_e|/3|s|^2\), which grows as \(s\) shrinks.

Below the gap, with \(\Delta=E_g-\omega_L\) and recoil and \(\Gamma\) neglected, \(s=\sqrt{2\mu\Delta}+\sqrt{2\mu(\Delta+\omega_0)}\). Expanding both roots about \(\Delta+\omega_0/2\) cancels the first-order terms, so at fixed \(q\) and \(\Delta\gg\omega_0\) the amplitudes fall as \((\Delta+\omega_0/2)^{-3/2}\) and \((\Delta+\omega_0/2)^{-1/2}\). Gauss-Legendre integration of the two diagrams over laboratory momenta for the model below, at \(\Delta=0.4\) and \(0.8\) eV, gives logarithmic slopes \(-1.500\) and \(-0.500\).

For \(E_g<\omega_L<E_g+\omega_0\) and \(\Gamma\to0\), \(\kappa_1=-ik\) with \(k^2=2\mu(\omega_L-E_g)\), while \(\kappa_2\) is real with \(\kappa_2^2=2\mu\omega_0-k^2\). Then \(|s|^2=2\mu\omega_0\) throughout: free pairs give a flat plateau, not a peak. At its centre, with finite \(\Gamma\), set \(\varrho=(\omega_0^2/4+\Gamma^2)^{1/2}\) and \(\sin\theta=\Gamma/\varrho\). The two roots have modulus \(\sqrt{2\mu\varrho}\) and phases \(-(\pi-\theta)/2\) and \(-\theta/2\), so \(\arg s=-\pi/4\) and
\[
|s|^2=2\mu\varrho\,(2+2\sin\theta)=2\mu\,(2\varrho+2\Gamma).
\]
The antiresonant order has the same \(\mathbf q\) and the same formula with \(\kappa'^2=2\mu(E_g+\omega)\), so its relative size is \(|s/s'|^3\). It samples pair energies of several eV where parabolic bands are unreliable, and serves as an order of magnitude.

### Excitons

For the attraction \(-1/\varepsilon_0r\) (static screening, reasonable when the binding energy is below \(\omega_0\)), with \(a=\varepsilon_0/\mu\), the radial equation is \(u''=(\kappa^2-2/ar)u\). The Green function is \(2\mu\,u_{\rm reg}(r_<)u_{\rm out}(r_>)/\mathcal W\); with \(u_{\rm reg}'(0)=1\) the Wronskian evaluated at the origin is \(\mathcal W=-u_{\rm out}(0)\), so \(g=-2\mu\,u_{\rm out}(r)/u_{\rm out}(0)\). Put \(z=2\kappa r\), \(\nu=1/\kappa a\), \(u=z\,e^{-z/2}I(z)\); the equation becomes \(zI''+(2-z)I'-(1-\nu)I=0\). The trial \(I=\int_0^\infty e^{-zt}t^{-\nu}(1+t)^\nu dt\) turns the left side into the integral of \(-\partial_t[e^{-zt}t^{1-\nu}(1+t)^{1+\nu}]\), which vanishes for \(\operatorname{Re}\nu<1\). As \(z\to0\) large \(t\) dominates and \(zI\to1\). This function is \(\Gamma(1-\nu)W_{\nu,1/2}(z)\), with Euler's gamma function and the Whittaker function, and that form continues it to all \(\nu\):
\[
g(r)=-2\mu\,\Gamma(1-\nu)\,W_{\nu,1/2}(2\kappa r).
\]
Its poles at \(\nu=1,2,\dots\) are the bound states.

For the 1s state \(u^2=4r^2e^{-2r/a}/a^3\), and \(\int_0^\infty re^{-br}\sin(Qr)\,dr=2bQ/(b^2+Q^2)^2\) with \(b=2/a\) gives the form factor \([1+(Qa/2)^2]^{-2}\simeq1-Q^2a^2/2\). The 1s–1s vertex is \(-q^2a^2(m_h-m_e)/2M\) for \(qa\ll1\).

That single term is not the amplitude. Completeness and \(v(0)=1-1=0\) give, for every \(a\) and \(\mathbf q\),
\[
\sum_b\varphi_b(0)\langle b|v|a\rangle=v(0)\,\varphi_a(0)=0 .
\]
The remaining states together carry exactly the opposite weight to the 1s term, and the amplitude exists only because their energy denominators differ.

### Efficiency

The golden rule with \(V\omega_S^2n^3d\omega\,d\Omega/(2\pi c)^3\) final photon modes, divided by the photon speed \(c/n\), gives the scattered fraction per length and solid angle. With phonon occupation \(N\),
\[
\frac{dS}{d\Omega}=\frac{\omega_S^2n^4V|W|^2}{4\pi^2c^4}(N+1)=4\frac{\omega_S}{\omega_L}\frac{P^4C^2|K|^2}{c^4}\,|\mathbf e_S^*\cdot\mathbf e_L|^2(N+1).
\]
The factors \(n^4\) and \(V\) cancel against \(|W|^2\), and \(1/c^4=r_e^2\), the squared classical electron radius. This is an internal efficiency, before absorption and reflection losses.

### How large

The model takes round parameters: \(E_g=2\) eV, \(m_e=0.1\), \(m_h=0.4\), \(\omega_0=0.040\) eV, \(\varepsilon_\infty=8\), \(\varepsilon_0=10\), \(n=\sqrt8=2.828\), \(2P^2=18\) eV, \(\Gamma=0.005\) eV, \(N=0\), backscattering with \(q=n(\omega_L+\omega_S)/c\), parallel polarisation. Then \(\mu=0.08\), \(p_e=0.2\), \(p_h=0.8\), \(C^2=0.0905\) eV² Å, \(\sqrt{2\mu\omega_0}=0.02898\) Å⁻¹, and \(2\mu=0.02898^2/0.040=0.02100\) eV⁻¹ Å⁻².

At the plateau centre, \(\omega_L=2.02\) eV and \(q=0.005733\) Å⁻¹; the recoil energy is \(6.4\times10^{-5}\) eV. With \(\varrho=0.02062\) eV, \(|s|^2=0.02100\times0.05123\), so \(|s|=0.03280\) Å⁻¹. Broadening thus multiplies the amplitude at the centre by \((0.02898/0.03280)^3=0.69\) relative to \(\Gamma\to0\). It also rounds the plateau into a broad maximum: at \(\omega_L=E_g\) and \(\omega_L=E_g+\omega_0\), \(|K|\) is about two thirds of its central value. Below, "on the plateau" means at this centre. The linear law gives
\[
|K|=\frac{0.005733\times0.6\times0.02100^2}{12\pi\times0.03280^3}=1.140\times10^{-3}\ \text{eV}^{-2}\text{Å}^{-2}.
\]
The arctangent form gives \(1.1402\times10^{-3}\) against \(1.1404\times10^{-3}\) from the linear law with unrounded inputs. This agreement is closer than \(q/|s|=0.175\) suggests. The first correction has modulus \(0.6\times0.68\times0.175^2=0.012\), but \(\arg s=-\pi/4\) makes \(s^2\) imaginary (the value with recoil is \(s=0.02323-0.02316i\) Å⁻¹), so it turns the phase of \(K\) and changes \(|K|\) only in the next order. The efficiency is \(4\times(1.98/2.02)\times9^2\times0.0905\times(1.140\times10^{-3})^2=3.74\times10^{-5}\) Å⁻³ times \(r_e^2\), which is \(2.97\times10^{-14}\) Å⁻¹ sr⁻¹ or \(3.0\times10^{-6}\) cm⁻¹ sr⁻¹.

At \(\omega_L=1.80\) eV, \(q=0.005103\) Å⁻¹, \(|s|=0.1358\) Å⁻¹, \(|K|=1.428\times10^{-5}\) eV⁻² Å⁻², and the efficiency is \(4.6\times10^{-10}\) cm⁻¹ sr⁻¹. Going from there to the plateau raises \(|K|^2\) by \((114.0/1.428)^2=6.4\times10^3\) and \(|J|^2\) by \((0.1358/0.0328)^2=17\), a ratio of \(3.7\times10^2\). In terms of vertices, the bare \(C/q=52.5\) eV Å\(^{3/2}\) is cut by \(|qK/J|=6.1\times10^{-3}\) to 0.32 eV Å\(^{3/2}\) on the plateau, while \(58.9\) eV Å\(^{3/2}\) is cut by \(2.8\times10^{-4}\) to 0.017 eV Å\(^{3/2}\) below the gap. The antiresonant part of \(K\) is \(1.8\times10^{-4}\) and \(1.4\times10^{-2}\) of the resonant part. For \(J\) the fraction is the cube root, 0.24 at 1.80 eV, so the \(|J|^2\) gains describe the resonant order only. The dropped overlap correction can be estimated with the same parameters. First-order admixture gives \(u_{c\mathbf k}\propto u_c+\sum_jk_jP\,u_{vj}/E_g\), and after normalisation the overlap between \(\mathbf k\) and \(\mathbf k-\mathbf q\) is \(1-(P^2/2E_g^2)[k^2+(\mathbf k-\mathbf q)^2-2\mathbf k\cdot(\mathbf k-\mathbf q)]=1-q^2P^2/2E_g^2\), with \(P^2/2E_g^2=9\times0.16/(2\times0.02100\times2^2)=8.6\) Å². The same admixture gives \(u_{vj\mathbf k}\propto u_{vj}-k_jP\,u_c/E_g\) and a valence overlap \(1-q_j^2P^2/2E_g^2\), which equals 1 for the band \(j\perp\mathbf q\) reached by the light, so the hole diagram does not cancel the conduction correction. The retained coefficient \(|qK/J|/q^2\) is 186 Å² on the plateau and 10.8 Å² at 1.80 eV, so the dropped term is about 0.05 of the retained one on the plateau but about 0.8 of it at 1.80 eV. The 1.80 eV efficiencies and all gains measured from that frequency therefore describe the intraband term alone, not the full forbidden signal.

With attraction, \(a=66.15\) Å and the binding energy is 0.01088 eV. The sums over s states were done by diagonalising a finite-difference radial Hamiltonian in a 3000 Å box with steps of 4 and 2 Å, extrapolated in the squared step. The program checks this scheme to \(2\times10^{-3}\), against the free closed forms and against the Whittaker form of \(g\) at the two resonances, so the fourth figure of \(|K|\) serves only for comparing quantities built from the same \(g\). The table gives \(|K|\) in eV⁻² Å⁻² and the efficiency in cm⁻¹ sr⁻¹.

| \(\omega_L\) (eV) | \(\lvert K\rvert\) | 1s–1s only | \(dS/d\Omega\) |
|---|---|---|---|
| 1.9891, incoming 1s | \(1.075\times10^{-2}\) | \(3.90\times10^{-2}\) | \(2.6\times10^{-4}\) |
| 2.0291, outgoing 1s | \(1.132\times10^{-2}\) | \(3.98\times10^{-2}\) | \(2.9\times10^{-4}\) |
| 1.8000 | \(3.53\times10^{-5}\) | \(1.65\times10^{-4}\) | \(2.8\times10^{-9}\) |

The two resonant rows keep \(n=\sqrt8\), although the medium is neither transparent nor free of dispersion there. The 1s line alone adds \(8\pi P^2\varphi_{1s}(0)^2/(\omega^2\Gamma)\approx1.4\) to \(\operatorname{Im}\varepsilon\), and all pair states together about 1.6. With \(\varepsilon=8\) fixed at 1.76 eV this gives \(n\approx3.07+0.26i\) on the line, an absorption depth near 0.2 µm, and a \(q\) about 7 % larger, which raises \(|K|^2\) by about 15 %. These rows are therefore values of the constant-\(n\) model.

Relative to free pairs at the same frequency, the attraction multiplies \(|K|^2\) by about 970, 105 and 6.1. All three values depend on the screening. At each resonance one of the two pair states is detuned from the 1s level by \(\omega_0\), and with \(\varepsilon_\infty\) in the attraction \(|K|\) at the shifted incoming and outgoing resonances is \(1.7\times10^{-2}\) and \(2.6\times10^{-2}\). At 1.80 eV the detuning is five times \(\omega_0\), so static screening is not assured; with \(\varepsilon_\infty\) in the attraction at that frequency \(|K|=4.6\times10^{-5}\) and the factor is 10, which lowers the \(|K|^2\) gains quoted below to \(5.5\times10^4\) and \(6.1\times10^4\). At the incoming resonance \(qa=0.005645\times66.15=0.3734\), the 1s–1s vertex is \(1.02231^{-2}-1.00139^{-2}=-0.0404\), and its small-\(q\) value is \(-0.3734^2\times0.3=-0.0418\). For the full sum the linear law gives \(1.086\times10^{-2}\) and \(1.116\times10^{-2}\) at the two resonances, 1.0 % above and 1.4 % below the full \(|K|\).

The 1s–1s term alone exceeds the full amplitude by factors 3.6, 3.5 and 4.7, about 13 in intensity at the incoming resonance. At the incoming resonance the sum rule suggests the direction: the second denominator, \(-\omega_0-(\epsilon_b-\epsilon_{1s})\), keeps one sign and changes slowly over the bound states because \(\omega_0\) is almost four times the binding energy. At small \(q\) the 2s state carries 0.35 of the opposite weight and the bound states \(n=2\) to 12 together 0.48; about half lies in the continuum, where the denominator grows further, so the cancellation survives only in part. At the outgoing resonance the first denominator, \(\omega_0-(\epsilon_a-\epsilon_{1s})\), passes through zero in the continuum and this argument does not apply. All three factors are numerical results. From 1.80 eV to the incoming and outgoing resonances \(|K|^2\) grows by \(9.3\times10^4\) and \(1.0\times10^5\), while \(|J|^2\) grows by \(2.1\times10^2\) and 53. At small \(q\) the 1s contributions to \(J\) have equal modulus \(\varphi_{1s}(0)^2/(\Gamma|\omega_0\pm i\Gamma|)\) at the two resonances, so the asymmetry of the allowed factor comes from the higher states.

### What to do about it

In a first-principles calculation the long-range vertex has to be evaluated at finite \(q\) (that of the experiment, or any \(q\ll|s|\) followed by linear scaling), for electron and hole on the same \(\mathbf k\) mesh, and subtracted point by point. An uncorrelated relative error \(\delta\) in either diagram becomes \(\delta/0.006\) in \(K\) on the plateau of this model. The mesh must resolve \(|s|\) and the width set by \(\Gamma\). With excitonic states the intermediate sum needs the continuum, and the sum rule above measures how complete a truncated set is.

In an experiment, \((x,x)\) on (001) isolates the term from the \(q=0\) tensor, and \((x',y')\) should be dark for both. The mechanism gives no TO counterpart. Its intensity scales as \(q^2\), with \(q^2=(k_L-k_S)^2+4k_Lk_S\sin^2(\vartheta/2)\) in the scattering angle \(\vartheta\) inside the crystal. For polarisation normal to the scattering plane this follows \(\sin^2(\vartheta/2)\) away from the forward direction (within 3 % at 30° and 90° at the two exciton resonances of the model), but the floor \(k_L-k_S\) makes the intensity more than twice that law at 1°. These angles are rarely available at resonance. With an absorption depth of a few tenths of a micrometre light enters and leaves through one face, refraction then keeps \(\vartheta\) above about 140°, and \(q^2\) can be varied by only about 12 %. A wide range of \(q\) needs a thin platelet in transmission or excitation below the absorption edge. An \((x,x)\) LO signal (for which \(d_{xxk}=0\) for any direction of \(\mathbf q\)) that lacks this dependence points to processes outside the model, such as impurity scattering that frees \(q\) from the photon momenta, or a surface electric field that mixes s and p pair states and so activates the \(q^0\) dipole term. With split heavy- and light-hole bands each channel has its own \(p_e\) and \(p_h\), the vertex is no longer diagonal in the valence index, and \(T_{ijkl}\) is no longer restricted to the form \(\delta_{ij}\delta_{kl}\) found here; the (001) backscattering rule, which rests on symmetry alone, is unchanged.
